# Magnetic Bit Retention in Solder Reflow: Barrier Estimate and First Correction

**A comparison to explain**

A magnetic bit that must survive 90 s at 260 °C with an error probability of one in a million needs an energy barrier of 1.794 eV. To survive ten years at 85 °C with the same error probability it needs 1.670 eV. The second wait is about 3.5 million times longer, yet the short one demands the higher barrier. Both figures assume an attempt rate of 1 GHz, and each refers to the barrier at its own temperature. The first case represents solder reflow, the heating step that fixes a chip to its board. The flat 90 s hold is an assumed condition; a profile that spends 30 s within 5 K of the peak, with ramps of 1 to 6 K/s, is equivalent to about 30 to 46 s at the peak.

The explanation is that time enters the barrier through a logarithm, while temperature enters as a factor.

**1. Two states and one rate**

The bit has two magnetic states of equal energy, separated by a barrier $E$. Let

$$
\Delta=\frac{E}{k_BT},\qquad k=f_0e^{-\Delta}.
$$

Here $k$ is the rate of leaving one given state, and $f_0$ is the attempt rate in that same sense. Sections 3 and 4 derive this form for a simple magnet with a high barrier.

Let $p(t)$ be the probability that the bit is in the wrong state, with $p(0)=0$. Wrong bits are created from right ones and also flip back:

$$
\frac{dp}{dt}=k(1-p)-kp=k-2kp .
$$

The difference $q=\tfrac12-p$ obeys $dq/dt=-2kq$ with $q(0)=\tfrac12$, so $q=\tfrac12e^{-2kt}$ and

$$
p=\frac{1-e^{-2kt}}{2}.
$$

There are two limits. For $kt\gg1$ the memory is lost and $p\to\tfrac12$. For $kt\ll1$, expansion of the exponential gives

$$
p=kt-(kt)^2+\dots
$$

The first term is the mean number of reversals per bit. The second removes both reversals of each bit that has flipped back, since such a bit is right again; the probability of two reversals is $(kt)^2/2$ to this order.

**2. The required barrier**

Set $p=P$ and solve for $kt$:

$$
kt=-\tfrac12\ln(1-2P)=P+P^2+\dots
$$

Since $kt=f_0t\,e^{-\Delta}$, taking logarithms gives

$$
\Delta=\ln(f_0t)-\ln(P+P^2+\dots)=\ln\frac{f_0t}{P}-P+\dots
$$

The correction from return flips is $-10^{-6}$ and can be dropped. With $f_0=10^9\ \mathrm{s^{-1}}$, $t=90$ s and $P=10^{-6}$,

$$
\Delta=\ln(9\times10^{16})=\ln9+16\ln10=2.20+36.84=39.04 .
$$

At $T=533.15$ K the thermal energy is 0.04594 eV, so

$$
E=39.04\times0.04594\ \mathrm{eV}=1.794\ \mathrm{eV}.
$$

A factor of ten in $f_0$, in $t$ or in $1/P$ moves $\Delta$ by $\ln10=2.30$. This is why an attempt rate known to within a factor of ten or a hundred is good enough for an estimate.

The opening comparison now follows. Ten years requires $\Delta=54.11$, which is larger than 39.04 by a factor of 1.39. But the reflow temperature exceeds 358.15 K by a factor of 1.49, and the product $\Delta k_BT$ is therefore larger for the reflow. The margin is small. A larger $P$ subtracts the same amount from both values of $\Delta$, and the order reverses for $P$ above about 0.4%. For the mean barrier of an array it also reverses once the spread of Section 5 exceeds about 8%. These reversals concern barriers taken at their own temperatures. Referred to 300 K with the falling barrier of Section 6, the reflow remains the harder condition in these cases.

The limit $P=10^{-6}$ is an average per bit before error correction. An array of one million bits that just meets it has one expected error, not zero.

**3. Where the attempt rate comes from**

Consider a magnet whose moment $M$ turns as one unit. Let $z$ be the cosine of its angle to the easy axis and let its energy be $E(1-z^2)$. The states are $z=\pm1$ and the barrier top is $z=0$. The effective field along the axis is

$$
-\frac1M\frac{d}{dz}\left[E(1-z^2)\right]=\frac{2E}{M}z=B_Kz,\qquad B_K=\frac{2E}{M}.
$$

*Drift.* For the unit vector $\mathbf m$ along the moment, damped precession reads

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},
$$

with $\gamma>0$ and damping $\alpha$. Take the cross product with $\mathbf m$. Because $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, and so

$$
\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.
$$

Insert this in the damping term and collect $\dot{\mathbf m}$:

$$
(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).
$$

The field points along the axis, so the first term has no axial component. In the second, $\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B$ has axial component $B_Kz^3-B_Kz=-B_Kz(1-z^2)$. Hence

$$
\dot z=a\,z(1-z^2),\qquad a=\frac{\alpha\gamma B_K}{1+\alpha^2}.
$$

*Diffusion.* Thermal noise makes the direction diffuse evenly over the sphere. The probability current along $z$ is then

$$
J=a z(1-z^2)\rho-D(1-z^2)\frac{\partial\rho}{\partial z}.
$$

In equilibrium $J=0$ and $\rho\propto e^{\Delta z^2}$, for which $\partial\rho/\partial z=2\Delta z\rho$. This fixes $D=a/(2\Delta)$.

*Time to the top.* Let $\tau(z)$ be the mean time to reach $z=0$ from a starting point $z>0$. Writing the current as $J=A\rho-\partial(G\rho)/\partial z$ identifies the mean step $A\,dt$ and the mean squared step $2G\,dt$, with

$$
G=D(1-z^2),\qquad A=az(1-z^2)+G'.
$$

After a short time $dt$ the remaining mean time has dropped by $dt$, so $A\tau'+G\tau''=-1$. With $a=2\Delta D$ this is

$$
D\left\{\left[(1-z^2)\tau'\right]'+2\Delta z(1-z^2)\tau'\right\}=-1 .
$$

Multiplication by $e^{\Delta z^2}$ turns the left side into one derivative:

$$
D\frac{d}{dz}\left[(1-z^2)e^{\Delta z^2}\tau'\right]=-e^{\Delta z^2}.
$$

Integrate from $z$ to 1, where the bracket vanishes, and then integrate $\tau'$ from 0, where $\tau=0$:

$$
\tau(1)=\frac1D\int_0^1dz\,\frac{e^{-\Delta z^2}}{1-z^2}\int_z^1e^{\Delta y^2}dy .
$$

By symmetry half of the arrivals at the top end on the far side, so $k=1/[2\tau(1)]$.

**4. High barrier: leading term and first correction**

For $\Delta\gg1$ the outer factor $e^{-\Delta z^2}$ confines $z$ to a width of order $\Delta^{-1/2}$ near the top, while the inner integral comes from $y$ near 1. For such $z$ the lower limit of the inner integral may be set to zero, with an exponentially small relative error.

For the inner integral, use $e^{\Delta y^2}=(2\Delta y)^{-1}\,d(e^{\Delta y^2})/dy$ and integrate by parts. The boundary term at $y=1$ is $e^\Delta/(2\Delta)$. The remaining integral of $e^{\Delta y^2}/(2\Delta y^2)$, treated in the same way near $y=1$, gives $e^\Delta/(4\Delta^2)$. Thus

$$
\int^1e^{\Delta y^2}dy\simeq\frac{e^\Delta}{2\Delta}\left(1+\frac1{2\Delta}\right).
$$

The contribution from the lower end is exponentially smaller. For the outer integral, expand $1/(1-z^2)\simeq1+z^2$ and extend the range to infinity. The Gaussian mean of $z^2$ is $1/(2\Delta)$, so

$$
\int_0^\infty e^{-\Delta z^2}(1+z^2)\,dz=\frac12\sqrt{\frac\pi\Delta}\left(1+\frac1{2\Delta}\right).
$$

The two corrections add:

$$
\tau(1)\simeq\frac{\sqrt\pi\,e^\Delta}{4D\Delta^{3/2}}\left(1+\frac1\Delta\right).
$$

Insert $D=a/(2\Delta)$ in $k=1/[2\tau(1)]$:

$$
k\simeq a\sqrt{\frac{\Delta}{\pi}}\left(1-\frac1\Delta\right)e^{-\Delta}.
$$

The exponential law is thus recovered, with a prefactor that varies slowly with $\Delta$. The expansion fails when the barrier is only a few $k_BT$, because the two states are then not well separated from the top.

Take the rough values $B_K=0.30$ T at reflow temperature and $\alpha=0.010$, which give $a=5.28\times10^8\ \mathrm{s^{-1}}$. At $\Delta=39.04$ the leading prefactor is 1.862 GHz. The first correction changes it to

$$
1.862\left(1-\frac1{39.04}\right)=1.814\ \mathrm{GHz},
$$

and direct numerical integration of the double integral gives 1.813 GHz. Replacing 1 GHz by this value raises the required barrier by $\ln1.813=0.60$. The correction factor itself accounts for only $-0.03$ of that shift. These prefactors rely on exact symmetry about the easy axis. At this low damping a transverse field of only $0.033\,B_K$ already raises the prefactor by about 40% at $\Delta=15$, in addition to lowering the barrier.

**5. Other effects on the required barrier**

*Stray field.* A field $B=hB_K$ along the axis adds $-MBz=-2Ehz$. In units of $E$ the energy is $1-z^2-2hz$. Its maximum lies at $z=-h$ and equals $1+h^2$; the disfavoured state $z=-1$ has energy $2h$. The barrier from that state is therefore reduced to

$$
\Delta(1+h^2-2h)=\Delta(1-h)^2 .
$$

A stray field of 10 mT gives $h=0.033$ and a factor 0.9344. If the weaker state must still meet the limit, the zero-field barrier must be $39.04/0.9344=41.78$. The axial direction is not the worst case: the same field tilted by 45° gives a factor 0.907 and a requirement of about 43.0.

*Spread between bits.* Let the barriers have a Gaussian distribution with mean $\bar\Delta$ and standard deviation $s\bar\Delta$. For $kt\ll1$ the mean error involves

$$
\langle e^{-\Delta}\rangle=e^{-\bar\Delta+s^2\bar\Delta^2/2},
$$

by completing the square. The condition $\bar\Delta-s^2\bar\Delta^2/2=L$, with $L=39.04$, has the relevant root

$$
\bar\Delta=\frac{1-\sqrt{1-2s^2L}}{s^2}.
$$

For $s=5\%$ this is 41.16, and the full average of $p$ gives the same value. For $s=10\%$ the formula gives 53.2, but the full average gives 51.56. The completed square shows why: the linearised average is dominated by barriers near $\bar\Delta-s^2\bar\Delta^2\approx25$. There $kt$ is of order one, and the linear form $p\simeq kt$ overstates an error probability that cannot exceed one half. In the full average this cap moves the largest contribution to barriers near 27.5, where $kt\approx0.1$, about 4.7 standard deviations below the mean; the result relies on the distribution being Gaussian that far out. In this case the weak tail sets the error rate, not the typical bit.

*Heating and cooling.* Let the temperature change at rate $r$, and let $u$ be its distance below the peak $T$. At fixed $E$ the reversal rate relative to the peak is $\exp\{-\Delta[T/(T-u)-1]\}$. With $T/(T-u)-1\simeq u/T+u^2/T^2$, each ramp is equivalent to an extra hold time

$$
\frac1r\int_0^\infty e^{-\Delta u/T}\left(1-\frac{\Delta u^2}{T^2}\right)du=\frac{T}{\Delta r}\left(1-\frac2\Delta\right).
$$

For 1 K/s the leading term is 13.7 s and the corrected value is 13.0 s. Two such ramps cost 0.25 in $\Delta$.

*Oven and repeats.* An oven 5 K too hot costs $39.04\times5/533=0.37$ at fixed $E$; with the barrier falling on heating as in Section 6 the cost is about 0.94. Three equal reflows without rewriting cost $\ln3=1.10$.

*Tunnelling.* For an inverted parabolic barrier of frequency $\omega$, tunnelling at energy $\varepsilon$ below the top carries a factor $e^{-2\pi\varepsilon/\hbar\omega}$, to be compared with the thermal factor $e^{-\varepsilon/k_BT}$. They match at $k_BT=\hbar\omega/2\pi$. The axially symmetric model above conserves the axial spin component, so tunnelling needs a term that breaks this symmetry. A transverse hard axis with anisotropy field $B_\perp$ gives $\omega\approx\gamma\sqrt{B_KB_\perp}$. A transverse easy axis or a transverse applied field of strength $B_\perp<B_K$ gives $\omega\approx\gamma\sqrt{B_\perp(B_K-B_\perp)}$, which is at most $\gamma B_K/2$. Even for a hard axis with $B_\perp=B_K$, where $\omega\approx\gamma B_K$, this scale is only 0.064 K, so tunnelling is irrelevant here.

Taken together, the prefactor, stray field, 5% spread and two ramps require a mean barrier of 45.1 $k_BT$, or 2.07 eV, at reflow temperature. This figure assumes one reflow at the nominal temperature, an axial stray field and the same $h$ for every bit. If the spread comes from $B_K$, the weak bits see a larger $h$ and the figure rises to about 45.4 $k_BT$.

**6. From the model to a real cell**

The parameters are meant to resemble a perpendicular CoFeB/MgO tunnel junction memory cell. They are rough typical values, not data for a particular product. The assumption that matters most when the result is carried to room temperature is that of a fixed barrier. With it, 1.794 eV corresponds to $39.04\times533.15/300=69.4\,k_BT$ at 300 K. In a real magnetic film the anisotropy weakens on heating. As a rough model, let $E\propto m^2$ with $m=1-(T/T_C)^{3/2}$ and $T_C=1100$ K. Then $m$ falls from 0.858 at 300 K to 0.663 at reflow, and the barrier at 300 K must be larger than at reflow by a factor of 1.675. The ideal requirement becomes 3.00 eV, or about 116 $k_BT$, at 300 K; with the combined effects of Section 5 it is about 134 $k_BT$. These two values are illustrations, not predictions, because they depend strongly on the assumed $m^2$ law, on the shape of $m(T)$ and on $T_C$. The ideal value is 101 for $T_C=1300$ K and 153 for 900 K, and 87 for $m=(1-T/1100\ \mathrm K)^{1/3}$. It rises well above 116 if the barrier is the difference between an interface anisotropy falling faster than $m^2$ and a demagnetising term.

Real cells may also reverse non-uniformly. With a magnetization of $0.8\times10^6$ A/m and a 1.5 nm layer, the values of $E$ and $B_K$ used here imply a disc about 45 nm across, where for an exchange stiffness of 5 to 10 pJ/m the thin-wall energy per unit area, four times the square root of stiffness times anisotropy energy density, puts a domain wall across the disc at 0.7 to 1.0 of the barrier for uniform rotation. The wall is 20 to 30 nm wide, which is not thin on this scale. Relaxing the profile of a straight wall inside the disc, with the stray field of the wall neglected, lowers the range to 0.7 to 0.9. Including the magnetostatic energy of the two domains and the wall, at the same barrier for uniform rotation, lowers it further to about 0.6 to 0.85. The required barrier then refers to the lowest path between the states, which can lie below the barrier for uniform rotation. The prefactor and the field factor found above would change as well, by amounts not calculated here.

The figure of 39 $k_BT$ is therefore a condition on the barrier at 260 °C, for identical bits without a stray field, with an attempt rate of 1 GHz and no ramps; the prefactor of Section 4 and two ramps of 1 K/s raise it to 39.9. A cell that has 39 $k_BT$ at room temperature does not meet it. The numerical output below lists the values used.

## Table of computed values

```
attempt rate: 1.0 GHz
hold time: 90 s
allowed error fraction: 1e-06
reflow temperature: 533.15 K
thermal energy at reflow: 0.04594 eV
f0*t/P: 9.00e+16
required barrier, formula: 39.039 kT
required barrier, rate equation: 39.039 kT
required barrier energy at reflow: 1.794 eV
allowed escape rate: 1.111e-08 1/s
cost of a factor ten: 2.303 kT
ten years at 85 C, required: 54.11 kT at 358.15 K
ten years at 85 C, energy: 1.670 eV
anisotropy field at reflow (rough): 0.30 T
damping (rough): 0.010
drift rate a: 5.282e+08 1/s
moment prefactor, high-barrier formula: 1.862 GHz
moment prefactor, quadrature: 1.813 GHz
shift from this prefactor: +0.60 kT
stray field (rough): 10 mT
barrier factor in stray field: 0.9344
required zero-field barrier with stray field: 41.78 kT
required mean barrier, 5% spread: 41.16 kT
same from Gaussian formula: 41.16 kT
required mean barrier, 10% spread: 51.56 kT
ramp rate (rough): 1.0 K/s
equivalent time per ramp, formula: 13.7 s
equivalent time per ramp, fixed barrier: 13.0 s
equivalent time per ramp, falling barrier: 5.3 s
shift from two fixed-barrier ramps: 0.25 kT
shift if oven is 5 K hot, fixed barrier: 0.37 kT
shift for three reflows: 1.10 kT
combined required mean barrier: 45.06 kT
combined barrier energy at reflow: 2.070 eV
ordering temperature (rough): 1100 K
relative magnetization at 300 K: 0.858
relative magnetization at reflow: 0.663
barrier ratio, 300 K to reflow: 1.675
ideal case at 300 K, fixed barrier: 69.4 kT
ideal case at 300 K, falling barrier: 116.2 kT
ideal case at 300 K, falling barrier: 3.00 eV
combined case at 300 K, falling barrier: 134.1 kT
tunnelling temperature scale: 0.064 K
```
